# Feynman rules for the thermal Green's function: labelings and loop signs

Take two orbitals A and B, coupled by hopping, with a repulsion between electrons. If the signs of closed fermion loops are left out, the first-order correction to the Green's function element $G_{AA}$ computed below comes out as $+0.111$ instead of $+0.016$. The electrostatic repulsion then acts as an attraction, and an electron interacts with itself. There is a second way to fail: draw each diagram once but keep the factor $1/(2^n n!)$ of the perturbation series. The first-order correction is then half its true size, and the third-order one is too small by a factor 48. The rules that prevent both errors are derived here in two ways.

## The result and its setting

Let $c_a^\dagger$ create a fermion in one of finitely many orbitals $a$. With $\hbar=1$ and the chemical potential included in $h$, the Hamiltonian is $H=H_0+V$,

$$H_0=\sum_{ab}h_{ab}c_a^\dagger c_b,\qquad V=\tfrac12\sum_{ab}v_{ab}\,c_a^\dagger c_b^\dagger c_b c_a .$$

We take $v_{ab}=v_{ba}$. This costs nothing, since the operator product is symmetric in $a,b$ and an antisymmetric part of $v$ would drop out.

Write $1=(a_1,\tau_1)$ for an orbital and an imaginary time between $0$ and $\beta$, and let $\int_1$ mean a sum over $a_1$ and an integral over $\tau_1$. In the thermal state,

$$G(1,2)=-\langle T\,c(1)c^\dagger(2)\rangle ,\qquad v(1,2)=v_{a_1a_2}\delta(\tau_1-\tau_2).$$

$T$ puts later times to the left, with a minus sign for each exchange of fermion operators. $G_0$ is the same function for $V=0$.

A diagram of order $n$ has $n$ interaction lines with two ends (vertices) each. One fermion line enters and one leaves every vertex. One open fermion line joins the external points $x$ and $y$; the others close into $L$ loops. The diagram is *attached* if every interaction is connected to the external points. The claim is

$$G^{(n)}(x,y)=\sum_{D}(-1)^{n+L(D)}\int\prod v\prod G_0 ,\tag{1}$$

where each topologically distinct attached diagram $D$ occurs once, and a propagator between equal times means $G_0(0^-)$.

"Attached" is the needed sense of "connected": a diagram without external points may be connected and still keep a fraction, as shown below.

Both derivations use one property of attached diagrams. Start at $x$ and allow two moves: follow the fermion line to the next vertex, or cross an interaction to its other end. Neither move involves a choice. Going backwards along a fermion line is not needed, because on a closed loop repeated forward moves reach the same vertex, and the open line is followed from its start. Every vertex of an attached diagram therefore has an address, a list of moves leading to it from $x$.

## First derivation: count the contractions

**Expansion.** Let $V(\tau)=e^{\tau H_0}Ve^{-\tau H_0}$ and $U(\tau)=e^{\tau H_0}e^{-\tau H}$. Differentiation gives $\partial_\tau U=-V(\tau)U$ with $U(0)=1$. Iterating this equation gives

$$e^{-\beta H}=e^{-\beta H_0}\,T\exp\Big(-\int_0^\beta V(\tau)\,d\tau\Big).$$

The same expansion on the two sides of $c(x)$ gives $G=N/D$, where

$$N=-\Big\langle T e^{-\int V}c(x)c^\dagger(y)\Big\rangle_0,\qquad D=\Big\langle Te^{-\int V}\Big\rangle_0=\frac{Z}{Z_0},$$

and $\langle\cdot\rangle_0$ is the thermal average with $H_0$. Order $n$ carries $(-1)^n/n!$ from the exponential and $1/2^n$ from the factors $\tfrac12$ in $V$.

**Wick's theorem.** In the eigenbasis of $h$, with energies $\varepsilon_p$, let $A_1$ be $c_p$ ($s=1$) or $c_p^\dagger$ ($s=-1$). Since $A_1$ changes the energy by $-s\varepsilon_p$,

$$A_1e^{-\beta H_0}=e^{-s\beta\varepsilon_p}e^{-\beta H_0}A_1 .$$

Let $A_2,\dots,A_{2m}$ be further creators or annihilators, whose anticommutators with $A_1$ are numbers. Moving $A_1$ to the far right passes $2m-1$ operators:

$$A_1\cdots A_{2m}=\sum_{j=2}^{2m}(-1)^j\{A_1,A_j\}\prod_{i\ne1,j}A_i-A_2\cdots A_{2m}A_1 .$$

Take the average. By cyclicity of the trace the last term equals $-e^{-s\beta\varepsilon_p}\langle A_1\cdots A_{2m}\rangle_0$, so

$$\langle A_1\cdots A_{2m}\rangle_0=\sum_{j}(-1)^j\frac{\{A_1,A_j\}}{1+e^{-s\beta\varepsilon_p}}\Big\langle\prod_{i\neq1,j}A_i\Big\rangle_0 .$$

For $m=1$ this says that the fraction is $\langle A_1A_j\rangle_0$. Repetition reduces the average to pairs, and $(-1)^j$ is the sign for bringing $A_j$ next to $A_1$. Linearity extends the result to any orbital basis and to the time-dependent operators, which are linear combinations of the same $c_p$ or $c^\dagger_p$. Apply it to operators already in time order; undoing that order gives the same sign on both sides. Only pairs of one annihilator and one creator survive. Matching annihilator $i$ with creator $P(i)$ permutes the creators, so

$$\Big\langle T\prod_i c(i)c^\dagger(i)\Big\rangle_0=\sum_P\operatorname{sgn}P\prod_i\big[-G_0(i,P(i))\big].\tag{2}$$

**The numerator.** Give interaction $k$ the vertices $2k-1$ and $2k$, and let label $0$ stand for $x$ as an annihilator and for $y$ as a creator. Give the creators of each interaction a time infinitesimally later than its annihilators. Under $T$ the operators may then be written in any order at the cost of a sign alone, with no anticommutator term. In $c_1^\dagger c_2^\dagger c_2c_1$, moving $c_1$ past two operators gives $(c_1^\dagger c_1)(c_2^\dagger c_2)$ with sign $+$; this holds under $T$, not as an operator identity, which would fail for $a_1=a_2$. Likewise, writing $c_j^\dagger c_j=-c_jc_j^\dagger$ at all $2n$ vertices again gives $+$. The creators remain infinitesimally later than the annihilators of the same interaction, which is the origin of $G_0(0^-)$. Equation (2) has $2n+1$ factors $-G_0$, hence a sign $-1$, which cancels the minus sign in $N$:

$$N^{(n)}=\frac{(-1)^n}{2^nn!}\int\prod v\sum_P\operatorname{sgn}P\prod_{i=0}^{2n}G_0(i,P(i)).\tag{3}$$

**The loop sign.** Decompose $P$ into cycles. The cycle through $0$ is the open line; each of the other $L$ cycles is a closed loop. A cycle of length $\ell$ consists of $\ell-1$ transpositions. The lengths add up to $2n+1$ and there are $L+1$ cycles, so

$$\operatorname{sgn}P=(-1)^{(2n+1)-(L+1)}=(-1)^{2n-L}=(-1)^L .$$

Each closed loop thus contributes $-1$, whatever its length.

**Vacuum parts.** For a given $P$, let $k$ interactions be attached to $0$. They can be chosen in $n!/[k!(n-k)!]$ ways, all with equal integrals. The remaining $m=n-k$ interactions have cycles of their own, so the sign and the integrand factorize. Their sum is

$$D^{(m)}=\frac{(-1)^m}{2^mm!}\int\prod v\sum_Q\operatorname{sgn}Q\prod_{i=1}^{2m}G_0(i,Q(i)),$$

which is the order-$m$ term of $D$: the $2m$ signs from reordering and the $2m$ signs from (2) both give $+$. With $A^{(k)}$ denoting (3) restricted to attached contractions, $N^{(n)}=\sum_kA^{(k)}D^{(n-k)}$. Hence $N=AD$ and $G=N/D=A$.

**The labelings.** Interactions can be renamed in $n!$ ways and the ends of each exchanged in two ways. These $2^nn!$ relabelings $g$ keep $0$ fixed and turn $P$ into $gPg^{-1}$. The integral does not change, because all internal variables are integrated and $v$ is symmetric; the sign does not change, because the cycle lengths do not.

Suppose $g$ leaves $P$ unchanged, so that $gP=Pg$. If $g$ fixes $i$, then $g(P(i))=P(g(i))=P(i)$, so it fixes the next vertex on the line. It also fixes the other end of the interaction at $i$, because $g$ takes partners to partners. Starting from $g(0)=0$, these two moves reach every vertex of an attached diagram. Thus $g$ is the identity. If two relabelings $g$ and $g'$ gave the same contraction, $g'^{-1}g$ would leave $P$ unchanged, so $g=g'$. An attached diagram therefore has exactly $2^nn!$ distinct labelings, equal in value, and their number cancels the prefactor in (3). What remains is (1).

Explicit enumeration gives 80 attached contractions at second order and 3552 at third. Division by 8 and by 48 leaves 10 and 74 diagrams.

**Where the cancellation fails.** A vacuum diagram has no fixed label $0$ from which the argument could start. At first order there are two: two loops joined by an interaction, $P=(1)(2)$, and a single loop, $P=(1\,2)$. Exchanging labels 1 and 2 changes neither, so each has one labeling instead of two and keeps the factor $\tfrac12$. In the example below the first-order coefficient of $Z/Z_0$ is $-0.0568$; counting each vacuum diagram with weight one would give $-0.1136$. The failure is not universal: of the five connected vacuum diagrams of second order, one does have all eight labelings.

## Second derivation: let a source build the diagrams

This route uses neither Wick's theorem nor labels. Let operators evolve with the full $H$, and add a source $\varphi$ coupled to the density $n_a=c_a^\dagger c_a$:

$$G(1,2)=-\frac{\langle T S\,c(1)c^\dagger(2)\rangle}{\langle TS\rangle},\qquad S=\exp\Big(-\int_3\varphi(3)n(3)\Big).$$

At the end $\varphi=0$.

**Equation of motion.** From $c_ac_e^\dagger=\delta_{ae}-c_e^\dagger c_a$ one finds $[H_0,c_a]=-\sum_bh_{ab}c_b$. For the interaction,

$$[c_e^\dagger c_f^\dagger c_fc_e,c_a]=-\delta_{ae}c_f^\dagger c_fc_a-\delta_{af}c_e^\dagger c_ec_a .$$

Multiplying by $\tfrac12v_{ef}$ and summing makes the two terms equal, so $[V,c_a]=-\sum_bv_{ab}n_bc_a$. The factor $\tfrac12$ has disappeared, because either end of the interaction may be the one at $a$. The source acts as an extra potential and adds $-\varphi_ac_a$ to $\partial_\tau c_a=[H,c_a]$. The jump of $T$ at equal times adds $-\delta(1,2)$ to $\partial_\tau G$. Altogether,

$$(-\partial_{\tau_1}-h-\varphi)G(1,2)=\delta(1,2)-\int_4v(1,4)\langle n(4^+)c(1)c^\dagger(2)\rangle_S ,\tag{4}$$

where $\langle X\rangle_S=\langle TSX\rangle/\langle TS\rangle$, and $4^+$ keeps the density to the left of $c(1)$.

The three-point average follows from the source. Differentiating the numerator and the denominator of $G$,

$$\frac{\delta G(1,2)}{\delta\varphi(4)}=\langle n(4)c(1)c^\dagger(2)\rangle_S+\langle n(4)\rangle_S\,G(1,2).$$

Also $\langle n(4)\rangle_S=G(4,4^+)$, since $T$ exchanges $c$ and $c^\dagger$ and so removes the minus sign in the definition of $G$.

Let $g$ be the propagator for $v=0$ with the source present. Both $G$ and $g$ change sign under $\tau_1\to\tau_1+\beta$, by cyclicity of the trace. At $\varphi=0$ the operator on the left of (4) has no such antiperiodic null solution: it would need $e^{-\beta h}f=-f$, while $e^{-\beta h}$ is positive. The same holds for small $\varphi$. The operator can therefore be inverted, and its inverse is $g$:

$$G(1,2)=g(1,2)+\int_{34}g(1,3)v(3,4)\Big[G(4,4^+)G(3,2)-\frac{\delta G(3,2)}{\delta\varphi(4^+)}\Big].\tag{5}$$

Varying $(-\partial_\tau-h-\varphi)g=\delta$ gives

$$\frac{\delta g(1,2)}{\delta\varphi(4)}=g(1,4)g(4,2),$$

so a derivative inserts a vertex into a line, with sign $+$.

**Each diagram appears once.** Suppose (1), with $g$ in place of $G_0$, holds below order $n$. It holds at order zero, where $G=g$. Take an attached diagram of order $n\ge1$. Let $3$ be the first vertex on its open line, and $4$ the other end of that interaction. Remove the interaction. There are two cases.

1. Vertex 4 loses its connection to the line from 3 to 2. It then lies on a closed loop. Opening the loop at 4 leaves an attached diagram of $G(4,4^+)$, beside one of $G(3,2)$. This is the first term in the bracket of (5).
2. Vertex 4 stays connected. Joining the two fermion lines at 4 leaves one attached diagram of $G(3,2)$, of order $n-1$, with one marked line. The derivative in (5) restores vertex 4 on that line.

Both operations can be reversed. By the address property different lines of an attached diagram are distinguishable, so different marks give different diagrams. Equation (5) therefore produces each diagram of order $n$ once, and no factorial has entered.

**The signs.** In case 1 let the parts have orders $k$ and $n-1-k$ and loop numbers $L_1$ and $L_2$. Closing the line at 4 creates a loop, so $L=L_1+L_2+1$ and

$$(-1)^{k+L_1}(-1)^{n-1-k+L_2}=(-1)^{n+L-2}=(-1)^{n+L}.$$

In case 2 the loop number is unchanged and the order rises by one; the minus sign in (5) turns $(-1)^{n-1+L}$ into $(-1)^{n+L}$. This proves (1) again once $\varphi=0$. Physically, the loop sign is the relative sign between the density $G(4,4^+)$ felt as a potential and the exchange and correlation term.

Counting the terms in (5) gives a check. A diagram of order $n-1$ has $2n-1$ fermion lines, so the number $a_n$ of diagrams obeys

$$a_n=\sum_{k=0}^{n-1}a_ka_{n-1-k}+(2n-1)a_{n-1},\qquad a_0=1 .$$

Hence $a_1=1+1=2$, $a_2=(2+2)+3\cdot2=10$ and $a_3=(10+4+10)+5\cdot10=74$, as found from the labelings.

## Numbers for two orbitals

Let the hopping strength $t$ be the energy unit. The parameters are $h_{AA}=-0.5$, $h_{BB}=0.8$, $h_{AB}=-1$, $v_{AA}=0.3$, $v_{BB}=0.7$, $v_{AB}=0.5$, with $\beta=2$ and $\tau=0.8$ in units of $1/t$. The diagonal $v_{AA}$ and $v_{BB}$ have no effect on $V$, because $c_ac_a=0$. They are kept to see whether the diagrams respect this.

With $\rho_{ab}=G_{0,ab}(0^-)$, the two first-order diagrams combine into

$$G^{(1)}(\tau)=\int_0^\beta dt_1\,G_0(\tau-t_1)\,W\,G_0(t_1),\qquad W_{ab}=\delta_{ab}\sum_cv_{ac}\rho_{cc}-v_{ab}\rho_{ab}.$$

The first part of $W$ is the Hartree term, with one loop and sign $(-1)^{1+1}$; the second is the Fock term, with no loop. The free densities are $\rho_{AA}=0.7016$ and $\rho_{BB}=0.2517$. On orbital A, in units of $t$,

$$W_{AA}=(0.3\cdot0.7016+0.5\cdot0.2517)-0.3\cdot0.7016=0.2105+0.1258-0.2105=0.1258 .$$

The self-interaction cancels, and the repulsion from the electron density on B remains. Without the loop sign the result would be $-0.3363-0.2105=-0.5468$, an attraction. The contributions to $G_{AA}$ are $-0.04760$ (Hartree) and $+0.06321$ (Fock), with sum $+0.01561$.

At second order the interactions join vertices 1 with 2 and 3 with 4. Closed loops are in parentheses.

| Fermion lines | $L$ | Term in $G_{AA}$ |
|---|---|---|
| x-1-y (2 3) (4) | 2 | +0.00805 |
| x-1-y (2 3 4) | 1 | −0.00431 |
| x-1-2-3-y (4) | 1 | +0.01092 |
| x-1-2-3-4-y | 0 | −0.00856 |
| x-1-3-2-y (4) | 1 | −0.00399 |
| x-1-3-4-2-y | 0 | +0.00522 |
| x-1-3-y (2) (4) | 2 | −0.01487 |
| x-1-3-4-y (2) | 1 | +0.01092 |
| x-1-3-y (2 4) | 1 | −0.00323 |
| x-1-3-2-4-y | 0 | +0.00220 |

The sum is $+0.00235$. The two equal entries are a Fock term followed by a Hartree term, and the reverse. Here all matrices are real and symmetric, so transposing one product and substituting $(t_1,t_2)\to(\tau-t_2,\tau-t_1)$ gives the integrand of the other, now over $[\tau-\beta,\tau]$. Each time appears in two propagators, both of which change sign under a shift by $\beta$, so the integrand has period $\beta$ and the range can be moved back to $[0,\beta]$. The two matrices are thus transposes of each other, and their $AA$ elements agree.

Setting $v_{AA}=v_{BB}=0$ changes individual matrix elements of single diagrams by up to 0.038 at first order and 0.010 at second, while the sums stay the same to rounding error. Exclusion is not a property of single diagrams, so a selection of diagrams can violate it. In this example the ten second-order diagrams fall into three smallest groups whose sums do not depend on $v_{AA}$ and $v_{BB}$: rows 1, 2, 5, 6 of the table, rows 3, 4, 7, 8, and rows 9, 10. Only these groups and their unions keep the cancellation.

The partial sums for $G_{AA}$ from order zero to three are $-0.26937$, $-0.25376$, $-0.25141$ and $-0.25344$; the exact value is $-0.25298$. The second-order sum is further from it than the first-order one (0.0016 against 0.0008), and the third-order sum is off by 0.2% of the exact value. Correct rules do not make every added order an improvement. The coefficients themselves were tested through third order against the exact $G$ from Fock-space matrices, which involve no diagrams.

## What each derivation assumes

Both are written for a thermal state, a power series in $v$ and a two-body interaction of density-density form $v_{ab}$. General orbital integrals with four different indices are not covered as the arguments stand: $[V,c_a]$ then contains terms $c_b^\dagger c_dc_e$ that are not of the form $n_bc_a$, and a source coupled to $n$ alone does not generate them. For finitely many orbitals the traces are analytic in the strength of $v$ and $Z_0>0$, so the series converges for weak enough interaction. For infinitely many orbitals neither argument establishes convergence.

Both also need a quadratic $H_0$, at different places. In the first derivation it makes $c_pe^{-\beta H_0}$ proportional to $e^{-\beta H_0}c_p$, without which averages do not reduce to pairs. In the second it makes $[H_0,c_a]$ linear in the annihilators, so that $g$ inverts a one-body operator and $\delta g/\delta\varphi=gg$. A term $U n_An_B$ in $H_0$ would still let (4) close on $G$ and its source derivative, as $V$ does, but the propagator of that $H_0$ would no longer obey $\delta g/\delta\varphi=gg$, the rule that inserts a vertex into a line.

The first derivation further requires the vacuum parts to factorize, and in return it yields the series for $Z/Z_0$ with its fractional weights. The second requires $G$ to be differentiable in a source and the equation of motion to have a unique antiperiodic solution. The division by $\langle TS\rangle$ then removes vacuum parts from the start, so (5) does not generate vacuum diagrams. Their weights are recovered by one more step. With $V\to\lambda V$ one has $\partial_\lambda\ln Z=-\beta\langle V\rangle_\lambda$, and $\lambda\langle V\rangle_\lambda$ is half of the interaction term in (4), taken at $2=1^+$, with $2$ later than $4^+$ so that the operators stand as $c_a^\dagger n_bc_a$, and summed over orbitals. At order $n$ this factor $\tfrac12$ and the integration over $\lambda$ give $1/(2n)$. Setting $2=1^+$ closes the open line, so a connected vacuum diagram arises once for each of its inequivalent fermion lines. If $S$ relabelings leave it unchanged, only the identity among them fixes a vertex, by the argument used above; the $2n$ lines then fall into $2n/S$ classes, and the weight in $\ln Z$ is $1/S$. At second order the five diagrams have $S=4,4,2,2,1$, hence $1+1+2+2+4=10$ classes, the number of attached diagrams.

The address property is common to both. In the first it makes all $2^nn!$ labelings distinct; in the second it makes all lines of a diagram distinguishable. It rests on the external points, and for this reason the cancellation holds for $G$ and can fail for vacuum diagrams.

## Table of computed values

```
Energies in t, times in 1/t; G is dimensionless
h_AA, h_BB, h_AB = -0.5, 0.8, -1.0 t
v_AA, v_BB, v_AB = 0.3, 0.7, 0.5 t
beta = 2.0 /t, tau = 0.8 /t
free <c+A cA>, <c+B cB>, <c+B cA> = 0.701637, 0.251678, 0.346123
Wick, 3 pairs: largest average 0.200974, largest error 2e-15
n=1: contractions 6, attached 4, labelings each 2, diagrams 2
n=2: contractions 120, attached 80, labelings each 8, diagrams 10
n=3: contractions 5040, attached 3552, labelings each 48, diagrams 74
n=1: labelings of connected vacuum diagrams [1, 1]
n=2: labelings of connected vacuum diagrams [2, 2, 4, 4, 8]
Z/Z0 first-order coefficient, exact: -0.056786
same, vacuum diagrams with weight 1: -0.113572
Diagrams: open line x-...-y, closed loops in parentheses;
interactions join 1 with 2 and 3 with 4
n=1 L=1 x-1-y (2)          G_AA term -0.04759830
n=1 L=0 x-1-2-y            G_AA term +0.06320720
n=2 L=2 x-1-y (2 3) (4)    G_AA term +0.00804578
n=2 L=1 x-1-y (2 3 4)      G_AA term -0.00430854
n=2 L=1 x-1-2-3-y (4)      G_AA term +0.01092099
n=2 L=0 x-1-2-3-4-y        G_AA term -0.00855678
n=2 L=1 x-1-3-2-y (4)      G_AA term -0.00399091
n=2 L=0 x-1-3-4-2-y        G_AA term +0.00521637
n=2 L=2 x-1-3-y (2) (4)    G_AA term -0.01487390
n=2 L=1 x-1-3-4-y (2)      G_AA term +0.01092099
n=2 L=1 x-1-3-y (2 4)      G_AA term -0.00322539
n=2 L=0 x-1-3-2-4-y        G_AA term +0.00220493
n=1 G_AA: rules +0.01560890, exact +0.01560890, max matrix error 7e-18
n=2 G_AA: rules +0.00235354, exact +0.00235354, max matrix error 1e-17
n=3 G_AA: rules -0.00203481, exact -0.00203481, max matrix error 4e-17
n=1 G_AA without loop signs: +0.11080550
n=2 G_AA without loop signs: -0.01828072
n=1 v_AA=v_BB=0: largest change of one diagram 0.037540, of the sum 1e-17
n=2 v_AA=v_BB=0: largest change of one diagram 0.010304, of the sum 7e-18
G_AA through order 0: -0.26937245
G_AA through order 1: -0.25376355
G_AA through order 2: -0.25141000
G_AA through order 3: -0.25344482
G_AA exact: -0.25298107
```
